# Choosing the Permittivity Factorisation Rule for Crossed Gratings of Metal Pillars

## Definitions and conventions

A Fourier modal solver for a crossed grating has a setting that decides how the product $\mathbf D=\varepsilon\mathbf E$ is formed from truncated Fourier series. Two choices are compared here: direct (Laurent) multiplication, and factorisation with a local normal-vector field.

The grating is a square array, of pitch $a$, of vertical circular pillars of radius $R<a/2$, height $h$ and relative permittivity $\varepsilon_2$, standing in air on a substrate. All media are nonmagnetic and local. Fields vary as $e^{-i\omega t}$, and $k_0=\omega/c=2\pi/\lambda$. Maxwell's curl equations are $\nabla\times\mathbf E=i\omega\mu_0\mathbf H$ and $\nabla\times\mathbf H=-i\omega\varepsilon_0\varepsilon\mathbf E$. With $Z_0=\sqrt{\mu_0/\varepsilon_0}$, $\mathbf h=Z_0\mathbf H$ and $\mathbf d=\varepsilon\mathbf E$ (the displacement divided by $\varepsilon_0$), they become

$$\nabla\times\mathbf E=ik_0\mathbf h,\qquad \nabla\times\mathbf h=-ik_0\mathbf d .$$

Orders $|m|,|n|\le M$ are kept, which gives $N=(2M+1)^2$ coefficients per component. $[f]$ is the Toeplitz matrix with elements $f_{\mathbf G-\mathbf G'}$, where $f_{\mathbf G}=a^{-2}\int f e^{-i\mathbf G\cdot\mathbf r}d^2r$.

## Why direct multiplication is slow

Take one dimension first. If $f$ jumps by $\Delta f$ at $x_0$, integration by parts on either side of the jump gives, for large $G_n=2\pi n/a$,

$$f_n\simeq\frac{\Delta f\,e^{-iG_nx_0}}{iG_na}.$$

The truncated product leaves out $\sum_{|n|>M}f_{m-n}g_n$. If $g$ jumps at the same place and $|m|\ll M$, then $G_{m-n}\simeq-G_n$, and each omitted term is

$$f_{m-n}g_n\simeq\frac{\Delta f\,\Delta g\,e^{-iG_mx_0}}{a^2G_n^2}=\frac{\Delta f\,\Delta g\,e^{-iG_mx_0}}{4\pi^2n^2}.$$

The phase does not depend on $n$, so the terms add. Since $\sum_{n>M}n^{-2}\simeq1/M$ and both signs of $n$ contribute, the error is $\Delta f\Delta g\,e^{-iG_mx_0}/(2\pi^2M)$. If $g$ is continuous and has merely a kink, $g_n\sim n^{-2}$ and the omitted sum is at most of order $M^{-2}$.

At a pillar wall the tangential part of $\mathbf E$ and the normal part of $\mathbf d$ are continuous. The normal part of $\mathbf E$ jumps together with $\varepsilon$, which is the slow case. The cure is to write $E_n=(1/\varepsilon)d_n$, where one factor is continuous. The direct rule then applies to this product, and inversion gives

$$d_n=[1/\varepsilon]^{-1}E_n .$$

For a curved wall this argument holds locally, where the wall looks flat. It is a reason to expect faster convergence, not a proof of a rate, so the calculation below tests it.

## The local normal-vector rule

Let $\Pi(\mathbf r)$ be a smooth symmetric $2\times2$ tensor that equals $\mathbf n\mathbf n^{T}$ on the wall, where $\mathbf n$ is the unit normal. Split the in-plane displacement as

$$\mathbf d=\varepsilon(1-\Pi)\mathbf E+\varepsilon\,\Pi\mathbf E .$$

This is an identity for any $\Pi$. On the wall, $(1-\Pi)\mathbf E$ is the tangential field, which is continuous, so the first product takes the direct rule. There too $\varepsilon\Pi\mathbf E=\mathbf n\,d_n$ is continuous, so the second product takes the inverse rule. The product $\Pi\mathbf E$ has a smooth factor and takes the direct rule. Therefore

$$\mathbf d=[\varepsilon](1-[\Pi])\mathbf E+[1/\varepsilon]^{-1}[\Pi]\mathbf E=\hat\varepsilon\,\mathbf E,$$

$$\hat\varepsilon=[\varepsilon]-\Delta[\Pi],\qquad \Delta=[\varepsilon]-[1/\varepsilon]^{-1}.$$

In components, $\hat\varepsilon_{ij}=\delta_{ij}[\varepsilon]-\Delta[\Pi_{ij}]$. Three limits fix its meaning. With $\Pi=0$ it is the Laurent rule. In a uniform layer $\Delta=0$. For flat walls normal to $x$, $\Pi=\hat{\mathbf x}\hat{\mathbf x}^T$ gives $\hat\varepsilon_{xx}=[1/\varepsilon]^{-1}$ and $\hat\varepsilon_{yy}=[\varepsilon]$, the two one-dimensional rules.

Away from the wall $\varepsilon$ is uniform and any split serves, so $\Pi$ need not be a projector there. This freedom removes the singularity of the radial direction at the pillar centre and its jumps at the cell edges. Take $\Pi=w(r)\hat{\mathbf r}\hat{\mathbf r}^T$ with

$$w=\sin^2\frac{\pi r}{2R}\ (r<R),\qquad w=\cos^2\frac{\pi(r-R)}{2(a/2-R)}\ (R<r<a/2),$$

and $w=0$ beyond. Near the centre $w\propto r^2$, so $\Pi\propto\mathbf r\mathbf r^T$ is smooth. At the wall $w=1$ and $w'=0$. Hence $(1-w)E_n$ and its radial derivative, $-w'E_n+(1-w)E_n'$, both vanish on either side, and the jump of $E_n$ leaves not even a kink in this term.

For the coefficients, write $\hat{\mathbf r}\hat{\mathbf r}^T=\tfrac12[1+C(2\theta)]$ with

$$C(2\theta)=\begin{pmatrix}\cos2\theta&\sin2\theta\\ \sin2\theta&-\cos2\theta\end{pmatrix}.$$

Let $\phi$ be the direction of $\mathbf G$. From $e^{-iGr\cos(\theta-\phi)}=\sum_l(-i)^lJ_l(Gr)e^{il(\theta-\phi)}$, the angular integral of 1 is $2\pi J_0$, and that of $C(2\theta)$ is $(-i)^2\,2\pi J_2C(2\phi)=-2\pi J_2C(2\phi)$. So

$$\Pi_{\mathbf G}=\frac{\pi}{a^2}\int_0^{a/2}w(r)\,[J_0(Gr)-J_2(Gr)C(2\phi)]\,r\,dr .$$

The permittivity needs $\int_0^RrJ_0(Gr)dr=RJ_1(GR)/G$:

$$\varepsilon_{\mathbf G}=\delta_{\mathbf G,0}+(\varepsilon_2-1)\frac{2\pi R\,J_1(GR)}{a^2G},$$

where the last fraction tends to $\pi R^2/a^2$ as $G\to0$. Replacing $\varepsilon_2$ by $1/\varepsilon_2$ gives the coefficients of $1/\varepsilon$.

## From the rule to a reflectance

Let $K=(K_x,K_y)^T$ hold the diagonal matrices of in-plane wavevectors divided by $k_0$: $K_x=\sin\theta_i+m\lambda/a$ and $K_y=n\lambda/a$ for incidence at angle $\theta_i$ in the $xz$ plane. A prime means $d/d(k_0z)$. The $y$ and $x$ components of the first curl equation, and of the second, give

$$E_x'=i(h_y+K_xE_z),\qquad E_y'=i(-h_x+K_yE_z),$$
$$h_y'=i(d_x+K_yh_z),\qquad -h_x'=i(d_y-K_xh_z).$$

The $z$ components give $h_z=K_xE_y-K_yE_x$ and $d_z=K_yh_x-K_xh_y$. Since $E_z$ is tangential to every vertical wall, $d_z=[\varepsilon]E_z$ under both settings. Define $\mathbf e=(E_x,E_y)^T$, $\mathbf u=(h_y,-h_x)^T$ and $L=(-K_y,K_x)^T$. Then $E_z=-[\varepsilon]^{-1}K^T\mathbf u$ and $h_z=L^T\mathbf e$, so

$$\mathbf e'=iP\mathbf u,\quad P=1-K[\varepsilon]^{-1}K^T;\qquad \mathbf u'=iQ\mathbf e,\quad Q=\hat\varepsilon-LL^T .$$

The factorisation setting enters through $\hat\varepsilon$ in $Q$. Differentiating again gives $\mathbf e''=-PQ\mathbf e$. A mode $\mathbf e=We^{iqk_0z}$ therefore obeys

$$PQW=Wq^2,\qquad \mathbf u=Ve^{iqk_0z},\quad V=QWq^{-1}.$$

The root with $\mathrm{Im}\,q\ge0$ is taken. In a uniform medium $K^TL=0$ and $KK^T+LL^T=K_x^2+K_y^2$, so $PQ=k_z^2=\varepsilon-K_x^2-K_y^2$ and $\mathbf u=Y\mathbf e$ with $Y=(\varepsilon-LL^T)k_z^{-1}$.

Let $\mathbf c_+$ be the downward amplitudes at the top, $\mathbf c_-$ the upward amplitudes at the bottom, and $X=e^{iqk_0h}$. Upward waves have the opposite sign of $\mathbf u$. Continuity of $\mathbf e$ and $\mathbf u$ at the top requires

$$\mathbf e_i+\mathbf r=W(\mathbf c_++X\mathbf c_-),\quad Y_1(\mathbf e_i-\mathbf r)=V(\mathbf c_+-X\mathbf c_-),$$

and at the bottom $\mathbf t=W(X\mathbf c_++\mathbf c_-)$, $Y_3\mathbf t=V(X\mathbf c_+-\mathbf c_-)$. Eliminating $\mathbf t$ and $\mathbf r$ leaves

$$(Y_3W+V)\mathbf c_-=-(Y_3W-V)X\mathbf c_+,$$
$$2Y_1\mathbf e_i=(Y_1W+V)\mathbf c_++(Y_1W-V)X\mathbf c_- .$$

No growing exponential appears. At normal incidence with $x$ polarisation, mirror symmetry makes $E_x$ even in $x$ and $y$ and $E_y$ odd in both. The eigenproblem then has size $(M+1)^2+M^2$ instead of $2N$; for $M=12$ this is 313 instead of 1250.

## A mode index without Fourier products

A reference that shares none of these truncated products comes from cylindrical waves. Consider infinitely long pillars, with fields proportional to $e^{iqk_0z}$ and transverse lengths measured in $1/k_0$. The transverse curl equations are

$$\hat{\mathbf z}\times(iq\mathbf E_t-\nabla E_z)=i\mathbf h_t,\qquad \hat{\mathbf z}\times(iq\mathbf h_t-\nabla h_z)=-i\varepsilon\mathbf E_t .$$

The first gives $\hat{\mathbf z}\times\mathbf h_t=-q\mathbf E_t-i\nabla E_z$. Inserting this in the second, and repeating the elimination for $\mathbf h_t$, gives

$$(\varepsilon-q^2)\mathbf E_t=i(q\nabla E_z-\hat{\mathbf z}\times\nabla h_z),$$
$$(\varepsilon-q^2)\mathbf h_t=i(q\nabla h_z+\varepsilon\,\hat{\mathbf z}\times\nabla E_z).$$

With $\kappa^2=q^2-\varepsilon$, the angular order $l$ of $E_z$ is $a_lI_l(\kappa\rho)+b_lK_l(\kappa\rho)$ outside a pillar and a multiple of $I_l$ inside, each with its own $\kappa$; likewise for $h_z$. Here $K_l$ is a Bessel function. At $\rho=k_0R$ the continuous quantities are $E_z$, $h_z$ and

$$\frac1{\kappa^2}\Big(\frac{iql}{\rho}E_z-\partial_\rho h_z\Big),\qquad \frac1{\kappa^2}\Big(\frac{iql}{\rho}h_z+\varepsilon\,\partial_\rho E_z\Big).$$

These four linear equations fix the two outgoing amplitudes and the two inner ones from the two incoming ones. They define a $2\times2$ matrix $T_l$, with $b=Ta$ for the pair $(E_z,h_z)$.

The incoming waves come from the other pillars. For a pillar at $\mathbf p$, with direction $\phi_p$ and $\rho<p$,

$$K_0(\kappa|\boldsymbol\rho-\mathbf p|)=\sum_nK_n(\kappa p)I_n(\kappa\rho)e^{in(\theta-\phi_p)} .$$

The operator $\partial_x+i\partial_y$ turns $K_me^{im\theta}$ into $-\kappa K_{m+1}e^{i(m+1)\theta}$ and $I_ne^{in\theta}$ into $+\kappa I_{n+1}e^{i(n+1)\theta}$. Applying it $m$ times and relabelling $n$ gives the wave of order $m$. For negative orders, $\partial_x-i\partial_y$ lowers the order with the same signs, $-\kappa$ and $+\kappa$, and applying it $|m|$ times leads to the same formula. Summed over pillars that oscillate in phase, this yields $a=Gb$ with

$$G_{nm}=(-1)^m\sum_{\mathbf p\ne0}K_{n-m}(\kappa p)e^{-i(n-m)\phi_p}.$$

A mode requires $\det(1-GT)=0$. Fourfold symmetry couples only orders that differ by multiples of four, and a mode with transverse field along $x$ or $y$ belongs to the set containing $l=1$ or its mirror image. The lattice sum converges when $\mathrm{Re}\,\kappa>0$ outside the pillars, which holds for the mode below.

## Worked example: what the setting changes

The example takes $\lambda=500$ nm, $a=400$ nm, diameter $2R=200$ nm, $h=100$ nm, $\varepsilon_2=-6+6i$ (a rough value for copper) and a substrate permittivity of 18 (roughly silicon with its loss omitted). The filling fraction is $\pi(100)^2/400^2=0.196$. Incidence is normal.

A known field isolates the product rule. Choose $\mathbf E=\Pi\hat{\mathbf x}/\varepsilon$, so that $\mathbf d=\Pi\hat{\mathbf x}$ is smooth and purely normal at the wall. At $M=10$ the relative error of the zeroth coefficient of $d_x$ is 17.7% with direct multiplication and 1.5% with the normal-vector rule.

For the least damped mode, the determinant with orders $-7,-3,1,5,9$ gives $q=1.11825+0.07456i$. Dropping the outer two orders changes it by $1.2\times10^{-8}$. The Fourier results are:

| $M$ | Laurent $q$ | distance | normal-vector distance |
|---|---|---|---|
| 4 | $1.137+0.206i$ | 0.133 | 0.0057 |
| 8 | $1.134+0.134i$ | 0.061 | 0.00036 |
| 12 | $1.128+0.115i$ | 0.041 | 0.00035 |

Tripling $M$ reduces the Laurent error by $0.133/0.041=3.2$, close to the $1/M$ estimate. At $M=12$ its damping $\mathrm{Im}\,q$ is still about 54% too large. The normal-vector error is roughly a hundred times smaller there, but it does not fall steadily: it is 0.00048 at $M=10$ and 0.00023 at $M=15$. Squaring the window $w$, which leaves $\Pi$ unchanged on the wall, gives 0.00046 at $M=10$. The window is thus a numerical choice, not a physical parameter.

The reflectance has no such outside reference. Its comparison value, $R_0=0.01915$, is the normal-vector result at $M=15$, so this is a self-convergence study that favours that rule. The value is not converged to the digits shown: it is 0.01904, 0.01908 and 0.01916 at $M=14$, 18 and 21. A different window combined with the symmetrised product $\tfrac12(\Delta[\Pi]+[\Pi]\Delta)$ gives 0.0197 at $M=15$, about 3% higher and still falling with $M$. At $M=12$ the Laurent rule gives 0.0486, 2.5 times as much. Its complex amplitude does move towards the reference, from a distance of 0.192 at $M=4$ to 0.083 at $M=12$.

The normal-vector reflectance at $M=12$ is 0.01913, which looks converged to 0.1%. The complex amplitude tells a more cautious story. It differs from the reference by 0.0034, while $|r|=\sqrt{0.01915}=0.138$, a relative difference of 2.5%. From

$$\delta R_0=2\,\mathrm{Re}(r^*\delta r)+|\delta r|^2,$$

an error in phase with $r$ would change $R_0$ by about $2(0.138)(0.0034)=9\times10^{-4}$. The actual change is $2\times10^{-5}$, so with this window and this ordering of $\Delta[\Pi]$ nearly all the error lies in the phase of $r$; other choices can put a comparable part into the modulus. An interferometric measurement of the reflected phase would be affected by it. Ellipsometry at normal incidence would not, because fourfold symmetry gives both polarisations the same reflection phase. Between $M=4$ and $M=12$ the amplitude error falls by a factor of 4.8 and the mode-index error by a factor of 16.

For metrology one would like to divide a reflectance error by the sensitivity to diameter. Here that fails, because $R_0$ lies close to a minimum as a function of diameter. At $M=10$, a pillar 4 nm wider raises $R_0$ by 0.0014, one 4 nm narrower lowers it by only 0.0004, and one 20 nm narrower raises it by 0.011. The slope at 200 nm is therefore small and hard to converge: it is $9.7\times10^{-5}$ per nm at $M=8$ but $2.2\times10^{-4}$ at $M=10$. The diameter errors listed in the numerical output use the $M=8$ slope and are nominal figures, not dimensions. A direct comparison is safer: the Laurent error at $M=12$, $0.0486-0.0191=0.029$, is larger than the change produced by making the pillar 20 nm wider, which is 0.017.

## The real case

Fine-pitch copper bonding pads have lateral sizes of this general order, but they are normally embedded in a dielectric with a barrier liner. Free-standing pillars in air are a simplification whose effect is not computed here. The free, clean metal surface is the assumption that matters most among those sized. Replacing the outer 3 nm of the sidewall by a lossless oxide of permittivity 8 (rough), with the top face left bare, raises $R_0$ by 0.0115, about 60% of its value. Incidence at 5° in $p$ polarisation adds 0.0051, 10% more metal loss subtracts 0.0020, and a silicon loss of $0.6i$ subtracts 0.0006. These changes were computed at $M=8$, and at $M=5$ for the tilt, so they are estimates rather than converged values. At $M=11$ the oxide raises $R_0$ by 0.0127 and the extra metal loss lowers it by 0.0025, shifts of about a tenth and a quarter; the oxide effect remains about five times the larger of the two. At $M=14$ the oxide effect has grown further, to 0.0135 or about 70% of $R_0$, and at $M=18$ to 0.0143, so its size is not yet converged. These figures are for the sidewall alone. A real oxide also covers the top face. With the top 3 nm oxidised as well, the rise at $M=11$ is 0.042, more than twice $R_0$ itself, and 0.038 if the oxide permittivity is $8+2i$. With a 2° sidewall the diameter changes by $2\times100\tan2^\circ=7.0$ nm between top and bottom. The mean diameter then differs by 3.5 nm from that at the top. A uniform change of diameter by this amount alters $R_0$ by up to about 0.001; the changed profile itself is not modelled. The nonlocal electron length, Fermi speed over $\omega$, is about 0.4 nm, or 0.4% of the radius. At this wavelength, then, the surface layer affects the reflectance far more than a nanometre of diameter does, and a better converged solver does not remove that ambiguity.

## Guidance and limits of validity

**Choose the normal-vector rule for smooth metallic walls.** In this example, $M=6$ with it gives a better mode index than $M=12$ without it. If walls have sharp corners, no smooth $\mathbf n$ exists there and the derivation fails locally. If pillars nearly touch, the outer part of $w$ is squeezed into a narrow gap and needs more orders.

**Do not take power balance as proof of convergence.** The power flux is proportional to $F=\mathrm{Re}(\mathbf u^\dagger\mathbf e)$, and

$$F'=\mathrm{Re}(-i\,\mathbf e^\dagger Q^\dagger\mathbf e+i\,\mathbf u^\dagger P\mathbf u).$$

This vanishes whenever $P$ and $Q$ are Hermitian. For real $\varepsilon$ the Laurent matrices are Hermitian at every $M$, however inaccurate the fields. The term $\Delta[\Pi]$ is in general not, because its factors do not commute after truncation. For lossless pillars of permittivity 4 in the same geometry at $M=6$, $|R_0+T-1|$, with $T$ the total transmittance, is $2\times10^{-14}$ for Laurent and $9.5\times10^{-5}$ for the normal-vector rule. The second number is a truncation error; the first says nothing about truncation.

**Take care with weakly absorbing metals.** For a unit vector $x$ of Fourier coefficients, with $x(\mathbf r)$ the function they represent, $x^\dagger[1/\varepsilon]x$ is the average of $1/\varepsilon$ weighted by $|x(\mathbf r)|^2$. It lies on the straight segment between 1 and $1/\varepsilon_2$. If that segment stays a distance $s$ from zero, the norm of $[1/\varepsilon]^{-1}$ is at most $1/s$. Here $1/\varepsilon_2=-(1+i)/12$, so $s=1/\sqrt{170}=0.077$ and the bound is 13. For real negative $\varepsilon_2$ the segment passes through zero and the bound is lost: the inverse can become very large at particular $M$. The good behaviour found here should not be carried over to that case without a fresh convergence study.

**Converge the quantity that is measured.** Compare several values of $M$, follow complex amplitudes as well as reflectances, and convert the remaining change into the fitted dimension only after checking that the sensitivity has itself converged and that the response is linear over that change. Near an extremum, as in this example, it is not. Repeat this when wavelength, material or geometry changes, since both the error and the sensitivity depend on them. The numerical output gives the intermediate orders.

## Numbers as computed

```
wavelength 500 nm, pitch 400 nm
diameter 200 nm, height 100 nm
metal permittivity -6.0+6.0j, substrate 18.0 (1)
filling fraction 0.1963 (1)
known-product relative error, M=10: Laurent 1.767e-01, normal 1.540e-02
multipole mode index q = 1.118252+0.074562j (1)
change of q on dropping outer multipoles 1.2e-08
mode index by rule and its distance from the multipole value (1):
 M= 4 Laurent 1.13701+0.20577j err 1.33e-01; normal 1.12360+0.07273j err 5.66e-03
 M= 6 Laurent 1.13994+0.15431j err 8.26e-02; normal 1.11804+0.07532j err 7.85e-04
 M= 8 Laurent 1.13386+0.13360j err 6.11e-02; normal 1.11797+0.07433j err 3.64e-04
 M=10 Laurent 1.12969+0.12011j err 4.70e-02; normal 1.11833+0.07503j err 4.79e-04
 M=12 Laurent 1.12802+0.11450j err 4.11e-02; normal 1.11790+0.07455j err 3.50e-04
 M=15 normal 1.11835+0.07436j err 2.25e-04
other window, M=10: q error 4.56e-04 (1)
reference reflectance, normal rule M=15: 0.019149 (1)
reference transmittance into substrate: 0.382170 (1)
absorbed fraction 1-R-T: 0.598681 (1)
reflectance R (1), complex-amplitude error (1), diameter error (nm):
 M= 4 laurent R=0.109095 amp 1.92e-01 diam 928.967
 M= 4 normal  R=0.016615 amp 1.62e-02 diam 26.164
 M= 6 laurent R=0.078409 amp 1.42e-01 diam 612.038
 M= 6 normal  R=0.019637 amp 1.05e-02 diam 5.048
 M= 8 laurent R=0.062560 amp 1.12e-01 diam 448.350
 M= 8 normal  R=0.018781 amp 7.04e-03 diam 3.797
 M=10 laurent R=0.053476 amp 9.34e-02 diam 354.531
 M=10 normal  R=0.019140 amp 4.10e-03 diam 0.091
 M=12 laurent R=0.048624 amp 8.27e-02 diam 304.417
 M=12 normal  R=0.019128 amp 3.39e-03 diam 0.211
diameter sensitivity dR/dD 9.682e-05 per nm
film test: solver R 0.0356450, Airy R 0.0356450 (1)
lossless |R+T-1|, M=6: Laurent 2.0e-14, normal 9.5e-05
R change, silicon Im eps 0.6: -5.70e-04 (1)
R change, metal Im eps +10%: -2.00e-03 (1)
R change, 3 nm oxide shell with eps 8: +1.15e-02 (1)
R change, 5 degree p-polarised incidence: +5.07e-03 (1)
2 degree sidewall: diameter offset 3.49 nm, R scale 3.38e-04
nonlocal length 0.40 nm, over radius 4.0e-03
```
